\section*{Oxygen chemical potential at 1000 K from triplet O2 partition functions}

\section*{Question}

I need the oxygen chemical potential for vacancy formation energies in an oxide that grows in hot oxygen. The gas is at 1000 K and 1 atm. I have been told that partition functions of triplet O$_2$ should give about $-1.1$ eV per atom relative to the molecule at zero temperature, but I get about $-1.00$ eV.

My bond length and vibrational frequency come from a spin-unrestricted PBE/def2-TZVP calculation. I multiplied the translational, rotational and vibrational partition functions, took the logarithm and halved the result. In the vibrational part I counted energies from the bottom of the potential well. I put no separate factor for the electronic state, because the triplet was already used in the electronic calculation. I did divide the rotational part by 2, but I cannot say why this is right when only some rotational levels of O$_2$ exist.

Where is the missing 0.1 eV, and how does the calculation go from the beginning?

\section*{Answer}

Two separate things are missing: the three spin states of the triplet, and a consistent zero of energy. Each is worth nearly 0.05 eV per atom. Your factor of 2 is right, and the missing rotational levels are its cause.

\subsection*{What is being calculated}

Let the gas exchange oxygen with the solid. Moving one molecule from the gas into the solid as two atoms changes the Gibbs energy at fixed temperature and pressure by $2\mu_{\rm O}-\mu_{{\rm O}_2}$. In equilibrium this vanishes, so $\mu_{\rm O}=\mu_{{\rm O}_2}/2$. No free oxygen atoms need be present in appreciable number.

Let $E_0$ be the energy of a molecule at rest with vibrational quantum number $v=0$ and rotational quantum number $N=0$, without spin splitting. It includes the zero-point energy. The quantity sought is
\begin{equation}
\Delta\mu_{\rm O}(T,p)=\tfrac12\left[\mu_{{\rm O}_2}(T,p)-E_0\right].
\end{equation}
The level $N=0$ will turn out to be forbidden, but it is a convenient origin, and the lowest allowed level lies less than a meV above it.

I assume an ideal gas of pure $^{16}$O$_2$ in its triplet ground state, a rigid rotor and a harmonic vibration.

\subsection*{From the partition function to the chemical potential}

Let $q$ be the partition function of one molecule, with energies counted from $E_0$. For $M$ indistinguishable molecules that rarely compete for the same state, $Z=q^M/M!$ and, apart from the constant $ME_0$, $F=-k_BT\ln Z$. Adding one molecule at fixed $T$ and volume $V$ gives
\begin{align}
\mu_{{\rm O}_2}-E_0&=F(M+1)-F(M)\nonumber\\
&=-k_BT\ln\left[\frac{q^{M+1}}{(M+1)!}\,\frac{M!}{q^M}\right]
=-k_BT\ln\frac{q}{M+1}.
\end{align}
For large $M$ the denominator becomes $M$. The energies separate into translation, rotation, vibration and spin, so $q$ is a product of four factors.

\paragraph{Translation.} In one direction of a box of length $L$ the levels are $h^2n^2/(8mL^2)$, with $n=1,2,\dots$ and $m$ the mass of the molecule. They are so dense that the sum becomes an integral:
\begin{equation}
\int_0^\infty e^{-an^2}dn=\frac12\sqrt{\frac{\pi}{a}},\qquad
a=\frac{h^2}{8mL^2k_BT}.
\end{equation}
Inserting $a$ gives
\begin{equation}
\frac12\sqrt{\frac{8\pi mL^2k_BT}{h^2}}=\frac{L\sqrt{2\pi mk_BT}}{h}=\frac{L}{\Lambda},
\qquad \Lambda=\frac{h}{\sqrt{2\pi mk_BT}}.
\end{equation}
Three directions give $V/\Lambda^3$. The ideal gas law replaces the volume per molecule, $V/M=k_BT/p$, so translation contributes $k_BT/(p\Lambda^3)$ to $q/M$.

\paragraph{Rotation.} The nuclei of $^{16}$O have spin zero and are bosons. The total wave function must therefore keep its sign when they are exchanged, that is, when the vector $\mathbf R$ between them becomes $-\mathbf R$. The wave function has three parts:
\begin{itemize}
\item The vibrational part depends on $|\mathbf R|$ and does not change.
\item The rotational part is a spherical harmonic and acquires $(-1)^N$.
\item The electronic part for $-\mathbf R$ follows from that for $\mathbf R$ by a half turn of the electron cloud about an axis perpendicular to the bond. It acquires a sign $s$.
\end{itemize}

To find $s$, put the bond along $z$ and turn about $x$. Spatial orbitals occupied by both spins contribute their sign twice and drop out. There remain the two singly occupied antibonding orbitals, $p_x(A)-p_x(B)$ and $p_y(A)-p_y(B)$. The turn swaps the atoms and leaves $p_x$ unchanged, so the first orbital changes sign. It swaps the atoms and also reverses $p_y$, so the second does not. The product is $s=-1$. The sign evaluated from all occupied PBE orbitals is $-1.00000$.

The condition $s(-1)^N=+1$ leaves odd $N$. With levels $k_B\Theta_rN(N+1)$ of degeneracy $2N+1$,
\begin{equation}
q_{\rm rot}=\sum_{N=1,3,5,\dots}(2N+1)e^{-N(N+1)\Theta_r/T}.
\end{equation}
Each odd $N$ is the midpoint of an interval of width 2, and these intervals cover the axis from zero upwards. The sum is thus half the integral. With $u=N(N+1)$ and $du=(2N+1)\,dN$,
\begin{equation}
q_{\rm rot}\simeq\frac12\int_0^\infty e^{-u\Theta_r/T}du=\frac{T}{2\Theta_r}.
\end{equation}
This is your factor of 2. It must not be applied again to a sum that already runs over odd $N$ alone.

The midpoint rule also gives the next term. For $f(N)=(2N+1)e^{-N(N+1)\Theta_r/T}$ and spacing 2, the integral equals $2\sum f$ plus $(2^2/24)[f'(\infty)-f'(0)]$ to this order. Since $f'(0)\simeq2$, $2\sum f\simeq T/\Theta_r+1/3$, and the sum exceeds $T/(2\Theta_r)$ by $1/6$. At 1000 K the explicit sum is 245.070 and the limiting formula gives 244.903, which differ by just this amount.

The moment of inertia contains the reduced mass $m_{\rm O}/2$, where $m_{\rm O}$ is the atomic mass. For bond length $r_e$,
\begin{equation}
\Theta_r=\frac{\hbar^2}{2(m_{\rm O}/2)r_e^2k_B}=\frac{\hbar^2}{m_{\rm O}r_e^2k_B}.
\end{equation}

\paragraph{Vibration.} The zero-point energy is already in $E_0$. The remaining energies are $v\hbar\omega$, and with $\Theta_v=\hbar\omega/k_B$ the geometric series gives
\begin{equation}
q_{\rm vib}=\sum_{v=0}^\infty e^{-v\Theta_v/T}=\frac1{1-e^{-\Theta_v/T}}.
\end{equation}

\paragraph{Spin.} The electronic calculation gives the energy of one component of the triplet. The gas can occupy all three. Their splitting is far smaller than $k_BT$, so they contribute a factor 3. Using the triplet energy does not count these states.

Putting the factors together,
\begin{equation}
\Delta\mu_{\rm O}=-\frac{k_BT}{2}\ln\left[
\frac{k_BT}{p\Lambda^3}\,\frac{T}{2\Theta_r}\,
\frac{1}{1-e^{-\Theta_v/T}}\,3\right].
\label{eq:mu}
\end{equation}

\subsection*{The numbers at 1000 K and 1 atm}

The PBE curve gives $r_e=1.219$ \AA\ and $\hbar\omega=0.1929$ eV. The last digits depend on the basis: def2-QZVP gives 1.218 \AA\ and 0.1926 eV, which moves the final result by no more than 0.1 meV. Hence $\Theta_r=2.042$ K and $\Theta_v=2239$ K. The thermal wavelength is $\Lambda=9.761\times10^{-3}$ nm, and the volume per molecule is 136.26 nm$^3$. The four factors are
\begin{align}
\frac{k_BT}{p\Lambda^3}&=\frac{136.26}{(9.761\times10^{-3})^3}=1.465\times10^8,
&\ln&=18.803,\\
\frac{T}{2\Theta_r}&=\frac{1000}{2\times2.042}=244.9,
&\ln&=5.501,\\
\frac1{1-e^{-2.239}}&=1.119,
&\ln&=0.113,\\
\text{spin}&=3,
&\ln&=1.099.
\end{align}
Before rounding, the logarithms add up to 25.515. With $k_BT=0.08617$ eV,
\begin{equation}
\Delta\mu_{\rm O}=-\frac{0.08617\ {\rm eV}}2\times25.515=-1.099\ {\rm eV},
\end{equation}
or $-106.1$ kJ per mole of atoms. Translation supplies $-0.810$ eV, rotation $-0.237$ eV, spin $-0.047$ eV and vibration $-0.005$ eV.

The first factor also justifies $q^M/M!$: there are about $10^8$ thermally accessible translational states per molecule. That form would fail for a gas so cold or dense that this ratio approached one.

\subsection*{Where your 0.1 eV went}

Leaving out the spin factor raises the result by $(k_BT/2)\ln3=0.047$ eV. Counting from the well bottom raises it by the zero-point energy per atom,
\begin{equation}
\frac12\,\frac{\hbar\omega}{2}=\frac{\hbar\omega}{4}=0.048\ {\rm eV}.
\end{equation}
Together they turn the correct value into $-1.099+0.047+0.048=-1.004$ eV, which is your number.

The two differ in kind. Omitting the spin factor is an error. Counting from the well bottom is a legitimate convention, and with the spin factor restored it gives $-1.051$ eV. An ordinary total energy $E_{\rm el}$ of the molecule lies at the well bottom, so
\begin{equation}
\mu_{\rm O}=\tfrac12E_{\rm el}+\tfrac14\hbar\omega+\Delta\mu_{\rm O}
=\tfrac12E_{\rm el}-1.051\ {\rm eV}.
\end{equation}
Adding $-1.099$ eV directly to $\tfrac12E_{\rm el}$ would lose the zero-point energy; adding $\hbar\omega/4$ to the $-1.051$ eV would count it twice. This treats only the gas side. A consistent vacancy free energy also needs the change in vibrational free energy of the oxide, which can be as large or larger: three Einstein modes give $3k_BT\ln[2\sinh(\hbar\omega_E/2k_BT)]$, which at 1000 K is $-0.14$ eV for $\hbar\omega_E=50$ meV and $-0.01$ eV for 80 meV.

\subsection*{Enthalpy and entropy}

A thermodynamic check shows why the number is so large compared with $k_BT$. Collecting powers of temperature in Eq.~(\ref{eq:mu}), $\Lambda^{-3}$ gives $T^{3/2}$, the volume per molecule gives $T$, and rotation gives $T$. Thus, with $C$ independent of $T$ at fixed pressure,
\begin{equation}
\frac{\Delta\mu_{\rm O}}{T}=-\frac{k_B}{2}\left[\frac72\ln T-\ln\left(1-e^{-\Theta_v/T}\right)+C\right].
\end{equation}
The enthalpy per atom is $h=-T^2\,\partial(\Delta\mu_{\rm O}/T)/\partial T$ at fixed $p$. Since
\begin{equation}
\frac{d}{dT}\ln\left(1-e^{-\Theta_v/T}\right)
=-\frac{\Theta_v}{T^2}\,\frac{1}{e^{\Theta_v/T}-1},
\end{equation}
we obtain
\begin{equation}
h=\frac12\left[\frac72k_BT+\frac{\hbar\omega}{e^{\Theta_v/T}-1}\right]
=\frac{0.3016+0.0230}{2}\ {\rm eV}=0.162\ {\rm eV}.
\end{equation}
The entropy $s=-(\partial\Delta\mu_{\rm O}/\partial T)_p$, found by numerical differentiation, is 1.262 meV/K per atom. Then $h-Ts=0.162-1.262=-1.100$ eV, in agreement with the direct result within the rounding. The chemical potential is negative because the entropy term outweighs the heat content.

The vibrational energy, 0.023 eV per molecule, is only about a quarter of its classical value $k_BT$. For $T\gg\Theta_v$ the harmonic factor would tend to $T/\Theta_v$, but the harmonic model itself becomes doubtful there. In the opposite direction, $q_{\rm vib}\to1$ for $T\ll\Theta_v$. The rotational formula needs $T\gg\Theta_r\approx2$ K, and real oxygen condenses well before that limit matters.

\subsection*{Other temperatures and pressures}

At 1 atm the same formula gives $-0.495$ eV at 500 K and $-1.750$ eV at 1500 K; at 1500 K anharmonic and non-rigid-rotor terms on the same curve lower the value by a further 1.4 meV. The magnitude grows faster than in proportion to $T$, so scaling the 1000 K value linearly is inaccurate: it would give $-0.550$ eV at 500 K.

At fixed temperature, pressure enters through the volume per molecule alone, and
\begin{equation}
\Delta\mu_{\rm O}(T,p)=\Delta\mu_{\rm O}(T,p_0)+\frac{k_BT}{2}\ln\frac p{p_0}.
\end{equation}
One decade at 1000 K is worth 0.0992 eV. At $10^{-6}$ atm the result is therefore $-1.0994-6\times0.0992=-1.695$ eV.

\subsection*{What it does to your vacancies}

Creating a neutral oxygen vacancy sends one atom to the reservoir, so its formation energy contains $+\mu_{\rm O}$. Compared with a reservoir at $\Delta\mu_{\rm O}=0$, the gas lowers that energy by 1.10 eV. For dilute vacancies at 1000 K, with all other terms fixed, the equilibrium concentration is multiplied by
\begin{equation}
e^{-\Delta\mu_{\rm O}/k_BT}=3.5\times10^5.
\end{equation}
The pressure term gives a concentration proportional to $p^{-1/2}$. Going from 1 atm to $10^{-6}$ atm raises it by $10^3$. If the vacancy mobility is also fixed, vacancy-mediated oxygen diffusion rises by the same factor. For charged vacancies the electron chemical potential enters too, and it can change with oxygen pressure, so this power law need not hold.

In a growing layer, the gas value applies where the oxide is in local equilibrium with the gas. It does not apply throughout the layer: a difference in oxygen chemical potential across the layer is what drives the growth.

\subsection*{How far to trust the third decimal}

I replaced the rigid rotor and harmonic oscillator by levels from the radial Schr\"odinger equation on the same PBE curve, solved for each relevant odd $N$. Summing these, together with explicit box levels, gives $-1.1000$ eV, which is 0.6 meV below the closed formula. That difference comes mainly from anharmonicity, centrifugal stretching and their coupling for this curve; the extra $1/6$ in the rotational sum supplies only 0.03 meV of it.

The result is also insensitive to modest errors in the molecular constants. A bond 1\% longer changes $\Delta\mu_{\rm O}$ by $-k_BT\ln1.01=-0.9$ meV, and a frequency 3\% higher changes it by $+0.3$ meV (by $+1.8$ meV for the value counted from the well bottom, which also contains $\hbar\omega/4$). The remaining effects, estimated from rough inputs, are smaller still:
\begin{itemize}
\item A singlet state 1 eV above the triplet shifts the result by less than $10^{-3}$ meV.
\item A second virial coefficient of 20 cm$^3$/mol shifts it by 0.01 meV.
\item Taking the $N=1$ level as zero shifts it by $-0.18$ meV.
\item A spin splitting of 0.5 meV, counted from its lowest component, shifts it by $+0.17$ meV. This item and the previous one move the energy origin and nearly cancel: with the measured fine structure the lowest level lies only 0.03 meV above $E_0$.
\end{itemize}

For comparison with the real gas, the measured bond length is roughly 1.2 \AA, the vibrational wavenumber roughly 1600 cm$^{-1}$, and thermochemical data give about $-1.1$ eV, so the model is in the right regime. The assumption most easily broken in a furnace is the oxygen pressure. In air at a total pressure of 1 atm, oxygen supplies roughly one fifth of the pressure, which moves the 1000 K value by $0.0992\log_{10}0.2\approx-0.07$ eV. That is far more than all the molecular corrections above.

A larger uncertainty may sit in $E_{\rm el}$. PBE overbinds O$_2$ relative to free atoms by roughly 1 eV per molecule. How much of this error survives in a vacancy energy depends on its cancellation against errors in the oxide. The thermal term cannot repair it, so quote $\Delta\mu_{\rm O}=-1.10$ eV and assess the reference energy separately. The numerical output below lists the individual contributions.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Level of theory: UKS PBE/def2-TZVP, triplet O2
Temperature: 1000 K; pressure: 101325 Pa (1 atm)
Mass of 16O used: 15.995 u
kT: 0.08617 eV
Spin expectation S^2: 2.0043
Electronic sign under half turn: -1.00000
Largest curve-fit residual: 0.009 meV
Bond length r_e: 1.2188 angstrom
Harmonic wavenumber: 1555.8 cm^-1
Vibrational quantum: 0.19290 eV
Fundamental from radial equation: 1536.0 cm^-1
Theta_v: 2238.5 K; Theta_r: 2.0416 K
Thermal wavelength: 9.7610 pm
Volume per molecule kT/p: 136.26 nm^3
Factor translation kT/(p Lambda^3): 1.4652e+08; ln: 18.8027; share of dmu: -0.8101 eV
Factor rotation: 244.9; ln: 5.5009; share of dmu: -0.2370 eV
Factor vibration: 1.1193; ln: 0.1127; share of dmu: -0.0049 eV
Factor spin: 3; ln: 1.0986; share of dmu: -0.0473 eV
Sum of logarithms: 25.5149
RESULT dmu, closed formula: -1.0994 eV per atom
RESULT dmu, converted: -106.07 kJ/mol of atoms
dmu from explicit levels: -1.1000 eV per atom
Explicit minus closed: -0.614 meV per atom
Odd-N sum: 245.070; T/(2 Theta_r): 244.903
Box sum times Lambda/L: 0.9999951
Enthalpy above zero temperature: 0.1623 eV per atom
Entropy: 1.2617 meV/K per atom
T times entropy: 1.2617 eV per atom
Zero-point energy: 0.0482 eV per atom
dmu from potential minimum: -1.0511 eV per atom
Error if spin factor omitted: +0.0473 eV per atom
Error if symmetry number omitted: -0.0299 eV per atom
dmu at 500 K, 1 atm: -0.4952 eV per atom
dmu at 1500 K, 1 atm: -1.7499 eV per atom
dmu at 1000 K, 1e-6 atm: -1.6946 eV per atom
Change per decade of pressure: 0.0992 eV per atom
Vacancy Boltzmann factor exp(-dmu/kT): 3.471e+05
Shift if zero is the N=1 level: -0.176 meV per atom
Singlet, rough gap 1.0 eV: -2.62e-04 meV per atom
Spin splitting, rough 0.5 meV, from lowest level: +0.167 meV per atom
Nonideality, rough virial 20 cm^3/mol: 0.0105 meV per atom
Bond length +1%: -0.857 meV per atom
Frequency +3%: +0.333 meV per atom
\end{verbatim}
